The Fermi orbital and the exchange hole of a single determinant

Q: I am told that dividing the one-particle density matrix by the square root of the density turns it into an orbital. A density matrix depends on two positions and an orbital on one. What is being defined?

A: One of the two positions is held fixed. Take a single Slater determinant whose occupied orbitals are orthonormal, each with a definite spin. For one spin σ let the occupied orbitals be ψ_i(r), i = 1, …, N_σ. The density matrix and the density of that spin are

  ρ(a,r) = Σ_i ψ_i*(a) ψ_i(r),
  ρ(a) = ρ(a,a) = Σ_i |ψ_i(a)|².

I call ρ(a) the spin density, meaning the density of the electrons of spin σ, not the difference between up and down. Choose a point a where ρ(a) > 0. The Fermi orbital of that point is

  F_a(r) = ρ(a,r)/√ρ(a).

Here r is the variable and a is a label. Each reference point has its own Fermi orbital. I use atomic units, so densities are in bohr⁻³ and orbitals in bohr^(−3/2).

Q: Any function can be given a name. Why is this one an occupied orbital?

A: Insert the sum for ρ(a,r):

  F_a(r) = Σ_i c_i ψ_i(r), with c_i = ψ_i*(a)/√ρ(a).

The c_i are numbers, because a is fixed. So F_a is a linear combination of occupied orbitals, which is what lying in the occupied space means. For its norm, write ⟨f|g⟩ = ∫ f*(r) g(r) dr and use ⟨ψ_i|ψ_j⟩ = δ_ij:

  ⟨F_a|F_a⟩ = Σ_ij c_i* c_j δ_ij = Σ_i |c_i|²
       = Σ_i |ψ_i(a)|²/ρ(a) = ρ(a)/ρ(a) = 1.

The square root in the definition is there to give this value.

Q: Your coefficients contain the values of particular orbitals at a. If I rotate the occupied orbitals among themselves, do I get another Fermi orbital?

A: No. Let χ_k = Σ_i ψ_i U_ik with U unitary. Then

  Σ_k χ_k*(a) χ_k(r) = Σ_ij ψ_i*(a) ψ_j(r) Σ_k U_ik* U_jk
            = Σ_i ψ_i*(a) ψ_i(r),

because Σ_k U_ik* U_jk = δ_ij. The density matrix is unchanged, and F_a is built from nothing else. The coefficients change with the basis, but the function does not. The orbitals also need not be eigenfunctions of any Hamiltonian.

Q: Does it matter which argument carries the complex conjugate?

A: For a real density matrix, as with real orbitals or any unitary mixture of them, it does not. For a complex density matrix it does. With the other order the result is F_a*, which has the same modulus as F_a but is a combination of the ψ_i*, and these need not lie in the occupied space. The numerical check includes three fermions in the three lowest levels of a ring of 12 sites, with hopping −e^(0.7i) on every bond from site j to site j+1 and site energies 0.5 cos(2πj/12) + 0.3 sin(4πj/12). There F_a stays in the occupied space to rounding error, while the part of F_a* outside that space has a norm of up to 0.945, for a function of norm 1. This number, like the other ring values below, belongs to this model. It also depends on how the phase is distributed over the bonds: with the same total phase placed on a single bond it is 0.657.

Q: Now the claim I find odd. How can one orbital carry the whole spin density at a point, when N_σ electrons contribute to it?

A: The division of the density among orbitals depends on which orthonormal set is used. Take any occupied function φ = Σ_i u_i ψ_i and form its overlap with F_a. Since c_i* = ψ_i(a)/√ρ(a),

  ⟨F_a|φ⟩ = Σ_i c_i* u_i = Σ_i ψ_i(a) u_i/√ρ(a) = φ(a)/√ρ(a).

Therefore

  φ(a) = √ρ(a) ⟨F_a|φ⟩  for every occupied φ.  (1)

Put φ = F_a. The overlap is 1, so

  F_a(a) = √ρ(a), |F_a(a)|² = ρ(a).

Now complete F_a to an orthonormal basis of the occupied space. Every other member φ has ⟨F_a|φ⟩ = 0, and by (1) it vanishes at a. In that basis the density at a comes from one orbital. The other orbitals have a node there.

Q: Could a different occupied orbital do the same, or do even better?

A: Not if it is normalized. From (1) and the Cauchy-Schwarz inequality,

  |φ(a)|² = ρ(a) |⟨F_a|φ⟩|² ≤ ρ(a) ⟨F_a|F_a⟩⟨φ|φ⟩ = ρ(a).

Equality requires φ to be proportional to F_a, and with both normalized the factor is a phase. So F_a is, up to a phase, the normalized occupied orbital with the largest density at a.

Q: Then it must be an orbital localized around a.

A: That does not follow. The maximum is taken over occupied orbitals at the fixed point a. It is not a maximum of |F_a(r)|² over r. One electron of spin σ shows the difference. With N_σ = 1,

  F_a(r) = ψ*(a) ψ(r)/|ψ(a)|,

which is ψ times a phase, wherever a lies. If a is far out in the tail, F_a is still large where ψ is large. With more electrons, F_a can adapt to a only as far as the occupied space allows.

Q: And where the density vanishes?

A: There F_a is undefined, as is the hole around a, since no electron is found there to be surrounded by one. In the one-electron case with a real ψ, the formula above shows that F_a changes sign as a crosses a node, while |F_a|² is the same on both sides.

Q: So far this is linear algebra in the occupied space. An exchange hole is a statement about pairs of electrons. Where do the pairs enter?

A: Through the pair density. Let x = (r,σ) denote position and spin, let χ_i(x) be the N occupied spin orbitals, and let an integral over x include the sum over spin. For N ≥ 2 the pair density is

  P(x₁,x₂) = N(N−1) ∫ |Ψ|² dx₃ … dx_N,
  Ψ = (1/√N!) Σ_p s_p χ_p(1)(x₁) χ_p(2)(x₂) … χ_p(N)(x_N),

where p runs over the permutations and s_p = ±1 is the sign. The square |Ψ|² is a double sum over permutations p (from Ψ*) and q (from Ψ). Integrating over x₃ to x_N gives zero unless q(k) = p(k) for every k ≥ 3. Two choices of q remain: q = p, with sign +1, or q equal to p with its first two entries interchanged, with sign −1. For given p(1) = i and p(2) = j, with i ≠ j, there are (N−2)! permutations p. The prefactor is N(N−1)(N−2)!/N! = 1, so

  P(x₁,x₂) = Σ_ij [ |χ_i(x₁)|² |χ_j(x₂)|²
          − χ_i*(x₁) χ_j*(x₂) χ_j(x₁) χ_i(x₂) ].

The terms with i = j could be included because their two parts cancel. Define γ(x,x') = Σ_i χ_i*(x) χ_i(x') and n(x) = γ(x,x). In the second part, the factors with index i give γ(x₁,x₂). Those with index j give γ(x₂,x₁) = γ(x₁,x₂)*. Hence

  P(x₁,x₂) = n(x₁) n(x₂) − |γ(x₁,x₂)|².  (2)

Q: You wrote n(x) for the diagonal of γ. Is it really the density of this wavefunction?

A: Integrate (2) over x₂. The first term gives N n(x₁). In the second, orthonormality gives ∫ |γ(x₁,x₂)|² dx₂ = Σ_i |χ_i(x₁)|² = n(x₁). The result is (N−1) n(x₁). By the definition of P, the same integral is N−1 times the density at x₁. So n is the density.

Q: Then what is the hole, and where does its minus sign come from?

A: Suppose an electron of spin σ is found at a. The density of the other electrons at x = (r,σ') is then P(aσ,x)/ρ(a). The hole is this conditional density minus the ordinary density n(x). By (2),

  h(aσ,x) = P(aσ,x)/ρ(a) − n(x) = −|γ(aσ,x)|²/ρ(a).

The term −|γ|² has two sources. The terms with i = j, included above, give −Σ_i |χ_i(aσ)|² |χ_i(x)|²/ρ(a). They remove the electron found at a from the density of the others, integrate to −1, and need no antisymmetry. The terms with i ≠ j carry the sign of the interchanged permutation. By orthogonality they integrate to zero over x, and they can have either sign locally. Antisymmetry is what joins the two parts into minus a squared modulus that does not depend on the choice of orbitals. For equal spins γ(aσ,rσ) = ρ(a,r), and

  h(a,r) = −|ρ(a,r)|²/ρ(a) = −|F_a(r)|².  (3)

For opposite spins, each χ_i contributes zero to γ, because its spin part vanishes at one of the two arguments. A single determinant whose orbitals each have a definite spin along the chosen axis has no hole between opposite spins. If the orbitals mix the two spins, γ(aσ,rσ') need not vanish and such a hole can appear.

If the system has one electron in all, there are no pairs and P = 0. The hole is then −ρ(r) = −|ψ(r)|², which agrees with (3), since F_a is ψ times a phase. Here the hole removes the electron's interaction with itself.

Q: The claim is often put as "minus its square". Is the modulus just pedantry?

A: When the density matrix is complex it is necessary, since F_a² then need not be real. On the ring, replacing |F_a|² by F_a² gives a complex error whose modulus reaches 0.54 on a site, for a hole that sums to −1, whereas (3) holds to rounding error against the hole summed from the explicit wavefunction.

Q: What do the properties of the orbital say about the hole?

A: The norm of F_a gives ∫ h(a,r) dr = −1: the electron at a is missing from the density of the others. The value of F_a at a gives h(a,a) = −ρ(a), so the conditional same-spin density there is ρ(a) − ρ(a) = 0. This is the Pauli principle at zero separation. Elsewhere |F_a(r)|² ≤ ρ(r), by the maximum property applied at the point r, so the conditional density is never negative.

The hole also fixes the exchange energy. The electron repulsion is ½∫∫ P(x,x')/|r−r'| dx dx', where the ½ corrects for counting each pair twice. The second term of (2) contributes

  E_x = −½ Σ_σ ∫ ρ_σ(a) [ ∫ |F_a(r)|²/|r−a| dr ] da,

with F_a taken from the spin σ. Each electron interacts with a hole of charge distribution |F_a|².

Q: I would like to see numbers for a molecule, with both spins unequal.

A: Take the NH₂ radical in unrestricted Hartree-Fock with the cc-pVDZ basis, at a chosen geometry with N–H distance 1.94 bohr and angle 103°. It has five up and four down electrons. Let a be the midpoint of one N–H bond and b the midpoint of the other. The five occupied up orbitals, which are real, have these values in bohr^(−3/2):

  at a: 0.0196, 0.3011, 0.3098, 0, 0.1508
  at b: 0.0196, 0.3011, −0.3098, 0, 0.1508

The fourth orbital is odd under reflection in the molecular plane, so it vanishes at both points. The density at a is the sum of squares:

  ρ(a) = 0.0004 + 0.0907 + 0.0960 + 0 + 0.0227
     = 0.2098 bohr⁻³,
  √ρ(a) = 0.4580 bohr^(−3/2).

Dividing the values at a by 0.4580 gives the coefficients

  c = (0.0428, 0.6574, 0.6764, 0, 0.3293).

Their squares are 0.002, 0.432, 0.458, 0 and 0.108, with sum 1.000. At a the largest contribution of any of these five orbitals is 0.0960 bohr⁻³, less than half of the density. The Fermi orbital has 0.4580² = 0.2098 bohr⁻³, all of it. A numerical search over normalized occupied orbitals finds the same maximum and the same orbital.

Q: How deep is the hole at the other bond?

A: The density matrix between the midpoints is

  ρ(a,b) = 0.0004 + 0.0907 − 0.0960 + 0 + 0.0227
      = 0.0178 bohr⁻³.

The third orbital changes sign between the bonds and nearly cancels the second. Then

  F_a(b) = 0.0178/0.4580 = 0.0389 bohr^(−3/2),
  h(a,b) = −(0.0389)² = −0.0015 bohr⁻³.

The density at b is also 0.2098 bohr⁻³. With an up electron at a, the density of the other up electrons at b is 0.2098 − 0.0015 = 0.2083 bohr⁻³, a reduction of 0.7 % relative to ρ(b). At a itself the reduction is complete.

Over the whole molecule, the exchange energy computed from the hole is −7.307 hartree. The usual two-electron integrals give the same value to the digits shown. These numbers belong to the cc-pVDZ basis and are not converged to all digits. In triple- and quadruple-zeta bases ρ(a) is 0.215 to 0.217 bohr⁻³, h(a,b) is −0.0013 to −0.0014 bohr⁻³, the reduction at b is 0.6 to 0.7 %, and the exchange energy is −7.29 to −7.30 hartree. Hartree-Fock leaves out correlation, so this is the exchange hole and not the full hole of the real molecule.

Q: That is where I expected trouble. Real wavefunctions are not single determinants. What breaks?

A: The occupations. In general the density matrix has natural orbitals ψ_i with occupations n_i between 0 and 1:

  ρ(a,r) = Σ_i n_i ψ_i*(a) ψ_i(r), ρ(a) = Σ_i n_i |ψ_i(a)|².

With the same definition of F_a, orthonormality now gives

  ⟨F_a|F_a⟩ = Σ_i n_i² |ψ_i(a)|²/ρ(a)
       = 1 − Σ_i n_i(1−n_i) |ψ_i(a)|²/ρ(a).

This is below 1 wherever a fractionally occupied orbital is nonzero. The value |F_a(a)|² = ρ(a)²/ρ(a) = ρ(a) survives, but F_a is no longer a normalized orbital.

The true same-spin hole keeps its integral if the state has a definite N_σ. The same-spin pair density then integrates over r to (N_σ−1)ρ(a), so the hole integrates to (N_σ−1) − N_σ = −1. A function −|F_a|² whose integral lies above −1 cannot be that hole.

On the ring, a state of two determinants that differ in two orbitals (levels 1, 2, 3 and levels 1, 4, 5), the second with weight 0.2, has ⟨F_a|F_a⟩ between 0.47 and 0.92, depending on the site. Its true hole still sums to −1.

Kohn-Sham theory does use a single determinant, and with integer occupations all the results hold for that determinant. Its exchange hole is not the complete hole of the interacting electrons. The E_x obtained from this hole is the exact exchange energy of the determinant, not the exchange energy of an approximate functional. For NH₂ in the local density approximation (Slater exchange with VWN correlation) the two are −7.28 and −6.55 hartree in cc-pVDZ, and −7.24 and −6.52 hartree in cc-pVTZ.

Q: Suppose I accept one determinant. Can I choose N_σ reference points and replace all the occupied orbitals by Fermi orbitals?

A: Their span is the occupied space if they are linearly independent, but they are in general not orthogonal. Let F_i belong to the point a_i. Equation (1) with φ = F_j gives

  S_ij = ⟨F_i|F_j⟩ = F_j(a_i)/√ρ(a_i)
     = ρ(a_j,a_i)/√(ρ(a_i)ρ(a_j)).

For the two bond midpoints this is 0.0178/0.2098 = 0.085 in cc-pVDZ, and about 0.08 in triple- and quadruple-zeta bases. For the orbital densities to add up to ρ(r) everywhere, an orthonormal set is wanted. Löwdin's symmetric orthogonalization supplies the Fermi-Löwdin orbitals

  φ_i = Σ_j F_j (S^(−½))_ji.

Q: Does φ_i still carry the whole density at a_i?

A: In general it does not. Use F_j(a_i) = √ρ(a_i) S_ij:

  φ_i(a_i) = √ρ(a_i) Σ_j S_ij (S^(−½))_ji = √ρ(a_i) (S^½)_ii,
  |φ_i(a_i)|² = ρ(a_i) [(S^½)_ii]².

Since S^½ is Hermitian and its square is S,

  Σ_k |(S^½)_ik|² = S_ii = 1.

So [(S^½)_ii]² ≤ 1. Equality requires every other element in row i of S^½ to vanish, and then F_i is orthogonal to all the other Fermi orbitals. Conversely, if F_i is orthogonal to the others, orthogonalization leaves it unchanged. Otherwise part of the density at a_i moves to the other φ_k, and −|φ_i|² is not the exchange hole around a_i.

Q: How much is lost in your radical?

A: For the up electrons take five points: the nitrogen nucleus, the two bond midpoints, and two points 0.6 bohr behind the nitrogen along the bisector of the H–N–H angle, on the side away from the hydrogens, and 0.8 bohr above and below the plane. The Löwdin orbitals keep 99.4 % of the up density at the nucleus, 99.6 % at each bond midpoint and 99.0 % at each of the last two points. Triple- and quadruple-zeta bases change these shares by less than 0.05 percentage points.

The loss is small because it is of second order in the overlaps. Write S = 1 + D, where D has a zero diagonal. To second order S^½ = 1 + D/2 − D²/8, so

  [(S^½)_ii]² ≈ 1 − ¼ Σ_(j≠i) |S_ij|².

At the nucleus the overlaps with the other four are −0.062, −0.062, −0.093 and −0.093 in cc-pVDZ; triple-zeta bases move them by up to 0.002. Their squares add up to 0.025, and a quarter of that is about 0.0063. The computed loss there is 1 − 0.9944 = 0.0056; the difference lies in the terms beyond second order that the estimate drops. For this choice of points the Löwdin orbitals nearly keep the property at a_i. Away from a_i they need not follow the hole. At another reference point φ_i(a_j) = √ρ(a_j) (S^½)_ji ≈ ½ √ρ(a_j) S_ji, about half of F_i(a_j). So the Löwdin orbital of the midpoint a has density 0.0004 bohr⁻³ at b, where the hole is −0.0015 bohr⁻³. If two reference points are moved so that their Fermi orbitals become nearly parallel, the overlaps are no longer small and this estimate does not apply.

Table of computed values

```
RING, 3 fermions, complex orbitals, sites: 12
largest |norm of F_a - 1|: 1.3e-15
largest |hole + |F_a|^2|: 5.0e-16
same with F_a^2, no modulus: 0.541
part of F_a outside occupied space: 6.3e-16
same for conjugate of F_a: 0.945
largest opposite-spin hole: 3.9e-16
two determinants, weight of second: 0.2
  norm integral of F_a, min and max: 0.4729 0.9200
  sum of true hole, min and max: -1.000000 -1.000000
NH2 RADICAL, UHF/cc-pVDZ
N-H length: 1.94 bohr; angle: 103.0 degrees
total energy: -55.567041 hartree; <S^2>: 0.7579
occupied orbitals, up and down: [5, 4]
of these odd under reflection in the plane: [1, 0]
place, spin, rho(a) in bohr^-3, norm of F_a by quadrature
  N nucleus, up: 98.32159  1.000000
  N nucleus, down: 98.09464  1.000000
  bond midpoint 1, up: 0.20979  1.000000
  bond midpoint 1, down: 0.20106  1.000000
  1 bohr above N, up: 0.20500  1.000000
  1 bohr above N, down: 0.04759  1.000000
largest overlap of F_a with a virtual orbital: 2.4e-07
UP SPIN, a = midpoint of bond 1, b = midpoint of bond 2
psi_i(a), bohr^-3/2: 0.01960 0.30112 0.30981 0.00000 0.15082
psi_i(b), bohr^-3/2: 0.01960 0.30112 -0.30981 -0.00000 0.15082
coefficients c_i by quadrature: 0.04280 0.65744 0.67640 0.00000 0.32929
rho(a,b): 0.01783 bohr^-3
F_a(a): 0.45802 bohr^-3/2; squared: 0.20979 bohr^-3
F_a(b): 0.03892 bohr^-3/2
hole at b: -0.001515 bohr^-3
rho(b): 0.20979; rho(b) + hole: 0.20827 bohr^-3
largest |phi(a)|^2 found by search: 0.20979 bohr^-3
squared overlap of that orbital with F_a: 1.000000
largest value at a of the other orbitals: 2.0e-08 bohr^-3/2
exchange energy from hole: -7.30685 hartree
exchange energy from integrals: -7.30685 hartree
FIVE UP-SPIN REFERENCE POINTS, x y z in bohr, then share of rho(a_i)
held at a_i by the Loewdin orbital i
  0.0000 0.0000 0.0000   0.9944
  0.7591 0.6038 0.0000   0.9959
  -0.7591 0.6038 0.0000   0.9959
  0.0000 -0.6000 0.8000   0.9902
  0.0000 -0.6000 -0.8000   0.9902
overlaps of F_1 with F_1..F_5: 1.00000 -0.06219 -0.06219 -0.09322 -0.09322
overlaps of F_2 with F_1..F_5: -0.06219 1.00000 0.08497 0.06012 0.06012
overlap of F_4 and F_5: 0.16111
smallest eigenvalue of the overlap matrix: 0.8389
```
